# Conductivity of a hot electron-positron plasma at leading logarithm

**Question.** How large is the dc conductivity of a hot, neutral electron-positron plasma, how does it scale with temperature and coupling, and why does the one-loop Kubo formula give infinity instead?

**Answer.** Take electrons, positrons and photons in equilibrium at zero chemical potential, with $e\ll1$ and $m_e\ll eT$, so that the electron mass can be dropped. Set $\hbar=c=k_B=1$ and $e^2=4\pi\alpha$. The aim is the leading logarithm: terms with $L=\ln(1/e)$ are kept, and constants beside $L$ are dropped.

## The infinite loop

For massless Dirac electrons $H=\boldsymbol\alpha\cdot\mathbf k$, with energies $\pm k$ and two spin states each. The velocity operator is $\alpha_z$. Without interactions, the Kubo formula reads

$$\mathrm{Re}\,\sigma(\omega)=\pi e^2\!\int\!\frac{d^3k}{(2\pi)^3}\sum_{mn}|\langle m|\alpha_z|n\rangle|^2\,\frac{f(\varepsilon_m)-f(\varepsilon_n)}{\varepsilon_n-\varepsilon_m}\,\delta(\omega-\varepsilon_n+\varepsilon_m),$$

where $f$ is the Fermi function and the fraction becomes $-f'(\varepsilon)$ for equal energies.

The projectors are $P_\pm=(1\pm\boldsymbol\alpha\cdot\hat{\mathbf k})/2$. Anticommuting $\alpha_z$ through $\boldsymbol\alpha\cdot\hat{\mathbf k}$ gives $\alpha_zP_+=\hat k_z+P_-\alpha_z$, hence $P_+\alpha_zP_+=\hat k_zP_+$. The intraband trace is therefore $2\hat k_z^2$, with angular average $2/3$. Since $\alpha_z^2=1$, the intraband and interband traces add to 2, which leaves $4/3$ for the interband one.

Let $x=k/T$ and $w=f(1-f)$, so that $-f'(k)=w/T$. Integration by parts gives $\int_0^\infty x^2w\,dx=2\int_0^\infty xf\,dx=\pi^2/6$. The two energy branches together have the intraband weight

$$2\cdot\frac23\cdot\frac{T^2}{2\pi^2}\cdot\frac{\pi^2}{6}=\frac{T^2}{9}.$$

In the interband part, for $\omega>0$, $\delta(\omega-2k)$ sets $k=\omega/2$ and supplies a factor $1/2$, and $f(-k)-f(k)=\tanh(k/2T)$. Thus

$$\pi e^2\cdot\frac43\cdot\frac1{2\pi^2}\cdot\frac{\omega^2}{4}\cdot\frac{\tanh(\omega/4T)}{\omega}\cdot\frac12=\frac{e^2\omega\tanh(\omega/4T)}{12\pi}.$$

Altogether,

$$\mathrm{Re}\,\sigma(\omega)=\frac{\pi e^2T^2}{9}\,\delta(\omega)+\frac{e^2|\omega|\tanh(|\omega|/4T)}{12\pi}.$$

The pair term vanishes at $\omega=0$. The delta function is the infinity: the loop describes free carriers, which never lose the momentum that a steady field gives them, so in linear response the current grows without end.

## Why a finite width is not the cure

In the diagram, the infinity comes from a retarded and an advanced propagator with the same momentum. If a state decays at rate $\Gamma$, their poles lie at $E=k\mp i\Gamma/2$, on opposite sides of the energy contour, and

$$\int\frac{dE}{2\pi}\,\frac1{(E-k)^2+\Gamma^2/4}=\frac1\Gamma .$$

As $\Gamma\to0$ the poles pinch the contour. With the width kept, each energy delta function becomes $a(E-k)=(\Gamma/2\pi)/[(E-k)^2+\Gamma^2/4]$. The dc loop contains $a^2$, with $\int a^2dE=1/(\pi\Gamma)$. For $\Gamma\ll T$ the intraband loop is then

$$\sigma_{\rm loop}=\frac{e^2T^2}{9\,\Gamma}.$$

A direct integration with $\Gamma=0.01\,T$ gives $11.11\,e^2T$, in agreement.

This is finite, but $\Gamma$ is the wrong rate. It counts every deflection, however small, and is of order $e^2T$ up to logarithms, as the screened exchange below will show. Using it would give $\sigma\sim T$ divided by a logarithm that depends on an infrared cutoff, without the factor $1/e^2$. Deflections through tiny angles hardly change the current.

The missing diagrams are ladders, in which photons connect the two sides of the loop. A rung costs $e^2$, but it adds a pair of propagators and with it a pinch factor $1/\Gamma\sim1/(e^2T)$. More rungs are therefore not suppressed.

A model with fixed energy shows what their sum does. Let $R(\cos\theta)$ be the scattering rate per solid angle, with $\Gamma=\int d\Omega\,R$. Acting on a vertex proportional to $\hat k_z$, one rung multiplies it by $r=\Gamma^{-1}\int d\Omega\,R\cos\theta$, by rotational symmetry. The geometric series gives

$$\frac1\Gamma(1+r+r^2+\dots)=\frac1{\Gamma(1-r)}=\frac1{\int d\Omega\,R\,(1-\cos\theta)} .$$

The total rate has turned into the transport rate. For the forward-peaked choice $R\propto(1.1-\cos\theta)^{-2}$ the transport rate is 0.22 of the total, and the summed ladder is 4.6 times the bare loop.

In the plasma, energies and particle types also change. I use the linearized Boltzmann equation there, relying on the standard weak-coupling result that it carries out the same resummation. Its loss terms play the part of the widths and its gain terms that of the rungs.

## Momentum diffusion by photon exchange

Let an electron of momentum $\mathbf p$ scatter from a particle of momentum $\mathbf k$ at an angle $\chi$ to it, so that $s=2pk(1-\cos\chi)$. The squared amplitude of photon exchange, summed over all spins, is $8e^4(s^2+u^2)/t^2$. For small transfer $u\simeq-s$. Averaging over the spin of the first electron leaves $8e^4s^2/t^2$.

Both the electron and its partner stay lightlike, so to first order in the transfer $q^0=\mathbf q\cdot\hat{\mathbf p}=\mathbf q\cdot\hat{\mathbf k}$. The first equality gives $|t|=q_\perp^2$, with $\perp$ relative to $\mathbf p$. The transfer runs from the screening scale $eT$ to $T$, hence $\int d|t|/|t|=2L$. Electron and positron partners count equally. For an electron partner the second soft region, at small $u$, is cancelled by the factor $1/2$ for identical final electrons. For a positron partner the annihilation channel is not enhanced at small $t$. With two partner species and two-body phase space $d|t|/(8\pi s)$, the growth rate of $\langle q_\perp^2\rangle$ is

$$\begin{aligned}
\hat q&=2\cdot\frac1{2p}\int\!\frac{d^3k}{(2\pi)^32k}\,f(1-f)\,\frac{8e^4s^2}{8\pi s}\,2L\\
&=\frac{2e^4L}{\pi}\int\!\frac{d^3k}{(2\pi)^3}\,f(1-f)(1-\cos\chi)=\frac{e^4T^3L}{6\pi}.
\end{aligned}$$

The cosine averages to zero, and the remaining integral is $(T^3/2\pi^2)(\pi^2/6)=T^3/12$.

For the longitudinal part, put $\mathbf p$ along $z$ and $\mathbf k$ in the $xz$ plane. The second equality gives $q_z(1-\cos\chi)=q_x\sin\chi$, so

$$q_z^2=q_x^2\,\frac{1+\cos\chi}{1-\cos\chi},\qquad \langle q_x^2\rangle=\tfrac12q_\perp^2 .$$

With the weight $1-\cos\chi$, the average of $q_z^2$ equals that of $q_x^2$. Off-diagonal terms vanish on averaging over the azimuth of $\mathbf k$. Diffusion is isotropic. If each component spreads as $2D$ per unit time, then $\hat q=4D$ and

$$D=\frac{e^4T^3L}{24\pi}.$$

The lower cutoff needs a reason, because static magnetic fields are not screened. Magnetic exchange at nonzero frequency is, however, damped by the plasma. Integrating the electric and magnetic hard-thermal-loop propagators over longitudinal momentum gives the scattering kernel

$$e^2T\,\frac{m_D^2}{q_\perp^2(q_\perp^2+m_D^2)},\qquad m_D^2=\frac{e^2T^2}{3},$$

which was tested numerically at three values of $q_\perp$. Weighted with $q_\perp^2$, it yields

$$\int\!\frac{d^2q_\perp}{(2\pi)^2}\,\frac{e^2Tm_D^2}{q_\perp^2+m_D^2}=\frac{e^2Tm_D^2}{4\pi}\ln\!\Big(1+\frac{q_{\max}^2}{m_D^2}\Big)\simeq\frac{e^4T^3L}{6\pi}$$

for $q_{\max}\sim T$, the same $\hat q$. Without the weight, the kernel gives the total rate, $e^2T$ times a logarithm that still diverges at small $q_\perp$. That divergence does not reach the current.

## A first estimate of the size

On a sphere of radius $p$, diffusion relaxes a distribution proportional to $\hat p_z$ at the rate $2D/p^2$. For a typical momentum $p=3T$ the relaxation time is $\tau=9T^2/(2D)=108\pi/(e^4TL)$. Multiplying by the Drude weight,

$$\sigma\approx\frac{e^2T^2}{9}\,\tau=\frac{12\pi\,T}{e^2L}\approx38\,\frac{T}{e^2\ln(1/e)}.$$

The scaling is now clear. The carriers contribute $e^2T^2$, and large-angle deflection takes a time $1/(e^4TL)$. The coefficient is still crude, and one process of the same order is missing.

## Electron exchange

In Compton scattering, a soft exchanged electron can turn an electron into a photon of nearly equal momentum. Pair annihilation does the same. In Compton scattering the charge then moves off with the outgoing electron, whose direction is that of the incoming photon and is unrelated to $\mathbf p$. In annihilation it is cancelled by a positron whose direction is likewise unrelated.

The Compton spin sum is $8e^4(-u/s-s/u)$, which becomes $8e^4s/|u|$ at small $|u|$. For annihilation, the sum $8e^4(u/t+t/u)$ has two soft regions, and the factor $1/2$ for identical photons leaves one of them. Averaging over the electron spin gives $4e^4s/|u|$, or the same with $|t|$. The partner factors are equal:

$$n_B(1-f)=f(1+n_B)=\frac1{2\sinh(k/T)},$$

with $n_B$ the Bose function. The conversion rate of an electron is

$$\gamma(p)=\frac{1+n_B(p)}{2p}\cdot\frac{4e^4\,2L}{8\pi}\cdot\frac1{4\pi^2}\int_0^\infty\!\frac{k\,dk}{\sinh(k/T)}=\frac{e^4T^2L}{32\pi p}\,[1+n_B(p)],$$

since the integral is $\pi^2T^2/4$. The logarithm is again cut at order $eT$: the hard-thermal-loop electron propagator supplies the factor $m_\infty^2/(q_\perp^2+m_\infty^2)$ with $m_\infty^2=e^2T^2/4$. The form of this factor was also tested numerically.

Both exchange rates were tested against phase-space integrals with exact two-body kinematics and quantum statistics at a small scattering angle. The quantities compared are $\int\frac{d^3p}{(2\pi)^3}\,Dw\,\partial_i\phi_j\,\partial_i\phi_j$ and $\int\frac{d^3p}{(2\pi)^3}\,f\gamma\,\boldsymbol\phi^2$, each divided by the logarithm $2L$. With the trial response $\boldsymbol\phi=\mathbf p|\mathbf p|/T$, the two sides agree at $0.0458\,e^4T^6$ for photon exchange and $0.0303\,e^4T^6$ for electron exchange.

## The kinetic equation

Write the electron distribution as $f+w\phi$, with $f$ now the equilibrium one. The field is odd under exchange of charges, so positrons have $-\phi$ and photons are undisturbed.

Photon exchange conserves the number of electrons, so the diffusion term must vanish for a Fermi distribution $F$ at temperature $T$ with any chemical potential, not only zero. All of these obey $\partial_iF=-\hat p_iF(1-F)/T$. At a given momentum $F$ can take any value between 0 and 1, which fixes a drag that depends on the local value of $F$:

$$C[F]=\partial_i\Big\{D\Big[\partial_iF+\frac{\hat p_i}{T}F(1-F)\Big]\Big\}.$$

Put $F=f+w\phi$ and keep first order. The bracket becomes $\partial_i(w\phi)+\hat p_i(1-2f)w\phi/T$. Because $\partial_iw=-\hat p_i(1-2f)w/T$, it reduces to $w\,\partial_i\phi$. The disturbance of the scatterers drops out, since electrons and positrons scatter softly with equal strength and have opposite $\phi$.

For conversion, the net rate is the equilibrium rate times the sum of incoming minus outgoing $\phi$. That is $\phi(\mathbf p)-\phi(\mathbf k')$ for Compton scattering, with $\mathbf k'\simeq\mathbf k$ the outgoing electron, and $\phi(\mathbf p)-\phi(\mathbf k)$ for annihilation. The factor $s$ in the squared amplitude cancels the $1/s$ of phase space, so all angles $\chi$ count equally and the second term, proportional to $\hat{\mathbf k}$, averages to zero. What remains is a loss $f\gamma\phi$.

In a steady state, with electron charge $q$ and $q^2=e^2$,

$$-\frac{q\mathbf E\cdot\hat{\mathbf p}}{T}\,w=\partial_i(Dw\,\partial_i\phi)-f\gamma\phi .$$

Now let $x=p/T$ and $\phi=q\mathbf E\cdot\hat{\mathbf p}\,\dfrac{24\pi}{e^4T^2L}\,g(x)$. The prefactor turns $D/T^2$ into $1/T$. Using $f(1+n_B)=1/(2\sinh x)$, it turns $f\gamma$ into $\frac{24}{32}\cdot\frac1{2x\sinh x}\cdot\frac1T$. Multiplication by $Tx^2$ gives

$$(x^2wg')'-2wg-\frac38\,\frac{x}{\sinh x}\,g=-x^2w .$$

The term $-2wg$ comes from the angular derivatives of $\hat{\mathbf p}$.

Two spins and two charges contribute equally to the current $\mathbf j=4q\int\frac{d^3p}{(2\pi)^3}\hat{\mathbf p}\,w\phi$. The angular average supplies $1/3$, so

$$\sigma=\frac{4e^2}{3}\cdot\frac{T^3}{2\pi^2}\cdot\frac{24\pi}{e^4T^2L}\int_0^\infty\!x^2wg\,dx=C\,\frac{T}{e^2L},\qquad C=\frac{16}{\pi}\int_0^\infty\!x^2wg\,dx .$$

## The coefficient

For a trial function $h$, define

$$S=\int_0^\infty\!x^2wh\,dx,\qquad Q=\int_0^\infty\!\Big[x^2wh'^2+2wh^2+\frac38\frac{xh^2}{\sinh x}\Big]dx .$$

Multiplying the equation for $g$ by $h$ and integrating by parts shows that $S$ is the scalar product of $h$ and $g$ belonging to the positive form $Q$. The Cauchy-Schwarz inequality then gives $(16/\pi)S^2/Q\le C$.

Choose $h=x$. Then $S=\int x^3w\,dx=3\int x^2f\,dx=\frac92\zeta(3)$. The first two terms of $Q$ give $3\cdot\pi^2/6$, and $\int_0^\infty x^3dx/\sinh x=\pi^4/8$ gives the third. Hence

$$C\ge\frac{16}{\pi}\,\frac{[\frac92\zeta(3)]^2}{\pi^2/2+3\pi^4/64}\approx15.68 .$$

A finite-difference solution gives $C\approx15.70$, so the simple trial is low by less than 0.1% of that value. The leading-log result is

$$\sigma\simeq15.7\,\frac{T}{e^2\ln(1/e)}.$$

If electron exchange is left out, the same equation gives $C\approx30.4$. Screened photon exchange thus finds the scaling but overestimates the coefficient nearly twofold.

## Numbers at 10 MeV

Take $k_BT=10$ MeV and the low-energy value of $\alpha$. Then $e^2=0.0917$ and $L=1.19$, so

$$\frac{\sigma}{T}=\frac{15.7}{0.0917\times1.19}\approx1.4\times10^2 .$$

In SI units $\sigma_{\rm SI}=\varepsilon_0(k_BT/\hbar)(\sigma/T)$. With $\varepsilon_0k_BT/\hbar=1.35\times10^{11}$ S/m, this is about $1.9\times10^{13}$ S/m.

The logarithm is barely larger than one, so the neglected constant matters. Replacing $\ln(1/e)$ by $\ln(T/m_D)=1.74$, which is equally allowed at this accuracy, lowers the result to $1.3\times10^{13}$ S/m. The spread shows the sensitivity and is not an error bound. Keeping the complete two-body amplitudes with hard-thermal-loop screening and the trial $h=x$ gives an effective logarithm near 2.5, so $\sigma/T\approx68$ or $0.9\times10^{13}$ S/m, below both values. Collinear bremsstrahlung and pair creation, which carry no such logarithm and are left out here, lower it further. At this coupling the leading logarithm should be read only as an order of magnitude, $10^{13}$ S/m.

The current relaxation rate, defined as $(e^2T^2/9)/\sigma$, is $7\times10^{-5}\,T$ for $\sigma/T=1.4\times10^2$, or a time of about $9\times10^{-19}$ s. Both are as uncertain as the conductivity itself; for $\sigma/T\approx68$ they become $1.5\times10^{-4}\,T$ and $4\times10^{-19}$ s. The dc value applies to fields that vary slowly on this scale. In a single-rate picture the response is a Lorentzian peak with this half-width and of fixed area $\pi e^2T^2/9$. The kinetic equation above contains a spread of rates, so its peak is not exactly Lorentzian: at a frequency equal to this rate it has fallen to 0.42 of the dc value instead of 0.5. As $e\to0$ it narrows, relative to $T$, towards the delta function of the free loop.

The screening masses are $m_D=1.7$ MeV and $m_\infty=1.5$ MeV, against an electron rest energy of 0.51 MeV. Neglecting $m_e$ is thus fair but not perfect. If $m_e$ exceeds $eT$, it cuts the electron-exchange logarithm, and the coefficient changes. The estimate also assumes that photons are trapped long enough to equilibrate, and it leaves out other charged particles and the running of $e$. The numerical output lists the remaining intermediate values.

## Numbers as computed

```
Photon-exchange integral, phase space  : 0.045815 (e^4 T^6)
Photon-exchange integral, diffusion    : 0.045815 (e^4 T^6)
Electron-exchange integral, phase space: 0.030280 (e^4 T^8/T^2)
Electron-exchange integral, rate       : 0.030280 (same unit)
Photon screening kernel at q=m_D       : 0.50000 (T/m_D^2)
Electron screening factor at q=m_inf   : 0.50000
Intraband and interband velocity traces: 0.66667, 1.33333
Drude weight                           : 0.111111 e^2 T^2
Intraband loop, width 0.05 T           : 2.2226 e^2 T
Intraband loop, width 0.01 T           : 11.1112 e^2 T
Model kernel, transport/total rate     : 0.2197
Model kernel, ladder sum/bare loop     : 4.5522
C, one-term trial, both exchanges      : 15.6849
C, five-term trial, both exchanges     : 15.6918
C, finite differences, both exchanges  : 15.6964
C, one-term trial, photon exchange only: 30.1978
C, finite diff., photon exchange only  : 30.3908
C, crude one-line estimate             : 37.699
Temperature k_B T                      : 10.0 MeV
Electron rest energy                   : 0.5110 MeV
Coupling e                             : 0.30282
e^2                                    : 0.09170
ln(1/e)                                : 1.1946
ln(T/m_D)                              : 1.7439
Debye mass m_D                         : 1.748 MeV
Asymptotic electron mass m_inf         : 1.514 MeV
Momentum diffusion D                   : 1.332e-04 T^3
k_B T/hbar                             : 1.5193e+22 1/s
epsilon_0 k_B T/hbar                   : 1.3452e+11 S/m
sigma/T with ln(1/e)                   : 143.3
sigma/T with ln(T/m_D)                 : 98.2
sigma/T, photon exchange only          : 277.4
Conductivity with ln(1/e)              : 1.93e+13 S/m
Conductivity with ln(T/m_D)            : 1.32e+13 S/m
Current relaxation rate                : 7.111e-05 T
Current relaxation time                : 9.26e-19 s
```
